\section*{Extrapolation length at an absorbing wall in the Milne problem}

\section{Problem}

A dilute species diffuses through a background gas toward a flat wall that captures every particle reaching it. All particles have the same speed $v$, scattering is elastic and isotropic, and nothing is lost in the gas. Far from the wall the density rises linearly with distance. Continued toward the wall, this straight line reaches zero at a distance $\ell$ behind the surface.

\begin{enumerate}
\item Estimate $\ell$ by scaling, then by requiring zero flux from the wall in the diffusion approximation.
\item Find $\ell$ from the transport equation by discrete ordinates, and compare.
\item Find how incomplete sticking changes $\ell$, and apply the result to atomic hydrogen crossing argon to a wafer.
\end{enumerate}

Let $x>0$ be the distance from the wall in mean free paths $\lambda$, and $\mu$ the cosine of the flight direction relative to the outward normal, so $\mu>0$ means leaving the wall. The angular density $\psi(x,\mu)$ obeys
\begin{equation}
\mu\,\frac{\partial\psi}{\partial x}+\psi=\phi,\qquad
\phi(x)=\frac12\int_{-1}^{1}\psi\,d\mu,\qquad
\psi(0,\mu>0)=0 .
\label{eq:milne}
\end{equation}
The term $\psi$ removes particles from a direction by scattering; $\phi$, the density, returns them isotropically. This is called the Milne problem. The equation is linear, so the far gradient may be set to one: $\phi\to x+q$, with $\ell=q\lambda$.

\section{Estimate}

With density $n_w$ near the wall, particles are captured at a rate of order $vn_w$ per unit area. Diffusion supplies a flux of order $v\lambda n'$. Equating them gives $\ell\sim n_w/n'\sim\lambda$, so $q$ is of order one.

For a number, write \eqref{eq:milne} as $\psi=\phi-\mu\,\partial\psi/\partial x$. If $\psi$ varies slowly and is nearly isotropic, $\psi$ in the derivative may be replaced by $\phi$, giving $\psi\simeq\phi-\mu\phi'$. This cannot vanish for every $\mu>0$, but the total flux leaving the wall can:
\begin{equation}
0=\int_0^1\mu(\phi-\mu\phi')\,d\mu=\frac{\phi}{2}-\frac{\phi'}{3}
\quad\Longrightarrow\quad
q_{\rm simple}=\frac{\phi}{\phi'}=\frac23 .
\end{equation}
For unit gradient the assumed distribution at the wall is then $2/3-\mu$. It is positive for $0<\mu<2/3$ and negative for $\mu>2/3$, although no particle leaves the wall. The diffusion form thus fails near the wall, and $q_{\rm simple}$ is only an estimate.

\section{Solution by discrete ordinates}

\subsection{Modes}

Replace the angular integral by a sum over $\pm\mu_i$, $i=1,\dots,n$, with $0<\mu_i<1$ distinct and positive weights $w_i$:
\begin{equation}
\phi=\frac12\sum_{i=1}^n w_i\left[\psi(x,\mu_i)+\psi(x,-\mu_i)\right],\qquad
\sum_i w_i=1,\qquad \sum_i w_i\mu_i^2=\frac13 .
\label{eq:quad}
\end{equation}
The two conditions reproduce the integrals of $1$ and $\mu^2$ over $0<\mu<1$.

One solution is $\psi=x+q-\mu$. Its density is $x+q$, because the terms in $\mu$ cancel in pairs, and the left side of \eqref{eq:milne} is $\mu+(x+q-\mu)=x+q$.

For the wall layer try $\psi=g(\mu)e^{-kx}$. Then $(1-k\mu)g(\mu)$ equals the angular average of $g$. This average is not zero: otherwise $g$ could differ from zero only at one ordinate with $k\mu=1$, and its average would not vanish. Normalizing the average to one gives
\begin{equation}
g(\mu)=\frac{1}{1-k\mu},\qquad
1=\frac12\sum_iw_i\left(\frac1{1-k\mu_i}+\frac1{1+k\mu_i}\right)
=\sum_i\frac{w_i}{1-k^2\mu_i^2}.
\label{eq:char}
\end{equation}

As a function of $k^2$, the last sum increases between its poles $1/\mu_i^2$. It runs from $-\infty$ to $+\infty$ between neighbouring poles, so each of the $n-1$ intervals holds one root. Below the first pole the one root is $k=0$; above the last pole the sum is negative. There are thus $n-1$ positive roots $k_a$, all greater than one because the first pole exceeds one. With both signs of $k_a$ and the two solutions $1$ and $x-\mu$, all $2n$ independent solutions are found. Growing exponentials contradict the linear far density, so
\begin{equation}
\psi(x,\mu)=x+q_n-\mu+\sum_{a=1}^{n-1}\frac{L_ae^{-k_ax}}{1-k_a\mu},
\qquad
\phi(x)=x+q_n+\sum_a L_ae^{-k_ax}.
\label{eq:solution}
\end{equation}

\subsection{Wall condition}

At $x=0$ define
\begin{equation}
S(\mu)=q_n-\mu+\sum_a\frac{L_a}{1-k_a\mu}.
\end{equation}
Absorption requires $S(\mu_i)=0$ for all $n$ positive ordinates. The product of $S$ and $\prod_a(1-k_a\mu)$ is a polynomial of degree $n$, so these are all its zeros:
\begin{equation}
S(\mu)=C\,\frac{\prod_i(\mu-\mu_i)}{\prod_a(1-k_a\mu)} .
\label{eq:S}
\end{equation}
Partial fractions of this expression supply the $L_a$. To find $C$ and $q_n$, expand for large $\mu$, using $1-k_a\mu=-k_a\mu[1-1/(k_a\mu)]$:
\begin{equation}
S(\mu)=\frac{C\,\mu}{(-1)^{n-1}\prod_ak_a}
\left[1-\frac1\mu\left(\sum_i\mu_i-\sum_a\frac1{k_a}\right)+\dots\right].
\end{equation}
By definition $S=-\mu+q_n+O(1/\mu)$. The leading term gives $C=(-1)^n\prod_ak_a$, and the next gives
\begin{equation}
q_n=\sum_{i=1}^n\mu_i-\sum_{a=1}^{n-1}\frac1{k_a}.
\label{eq:qn}
\end{equation}

A case with $n=2$ can be done by hand. Gauss points placed on $0<\mu<1$ are $\mu_{1,2}=\frac12\mp\frac1{2\sqrt3}$, with $w_{1,2}=\frac12$. Hence $\mu_1+\mu_2=1$, $\mu_1\mu_2=\frac14-\frac1{12}=\frac16$ and $\mu_1^2+\mu_2^2=1-\frac13=\frac23$. Multiplying \eqref{eq:char} by both denominators,
\begin{align}
1-k^2(\mu_1^2+\mu_2^2)+k^4\mu_1^2\mu_2^2
&=1-\frac{k^2}{2}(\mu_1^2+\mu_2^2),\\
k^2&=\frac{\mu_1^2+\mu_2^2}{2\mu_1^2\mu_2^2}
=\frac{1/3}{1/36}=12,
\end{align}
where the root $k=0$ has been divided out. Thus $q_2=1-1/\sqrt{12}=0.7113$.

\subsection{Continuous directions}

To let $n$ grow, set $k=it$ in \eqref{eq:char}. Since $\sum_iw_i=1$,
\begin{equation}
1-\sum_i\frac{w_i}{1+t^2\mu_i^2}=\frac{t^2}{3}G_n(t),\qquad
G_n(t)=3\sum_i\frac{w_i\mu_i^2}{1+t^2\mu_i^2}.
\end{equation}
Multiplied by $\prod_i(1+t^2\mu_i^2)$, $G_n$ becomes a polynomial of degree $n-1$ in $t^2$. It vanishes at $t^2=-k_a^2$ and equals one at $t=0$. Therefore
\begin{equation}
G_n(t)=\frac{\prod_a(1+t^2/k_a^2)}{\prod_i(1+t^2\mu_i^2)} .
\label{eq:factor}
\end{equation}
For $a>0$, integration by parts gives
\begin{equation}
\int_0^\infty\frac{\ln(1+a^2t^2)}{t^2}dt
=\left[-\frac{\ln(1+a^2t^2)}t\right]_0^\infty
+\int_0^\infty\frac{2a^2}{1+a^2t^2}dt=\pi a,
\end{equation}
because the bracket vanishes at both ends. Applied to each factor of \eqref{eq:factor}, this turns \eqref{eq:qn} into
\begin{equation}
q_n=-\frac1\pi\int_0^\infty\frac{\ln G_n(t)}{t^2}\,dt .
\end{equation}
Since $0<\mu_i<1$, we have $1/(1+t^2)\le G_n\le1$. The integrand is thus bounded by the integrable function $\ln(1+t^2)/t^2$, and the limit may be taken inside. For a convergent quadrature,
\begin{equation}
G_n\to3\int_0^1\frac{\mu^2\,d\mu}{1+t^2\mu^2}
=\frac{3}{t^2}\left(1-\frac{\arctan t}{t}\right),
\end{equation}
and hence
\begin{equation}
q=-\frac1\pi\int_0^\infty
\ln\!\left[\frac{3(t-\arctan t)}{t^3}\right]\frac{dt}{t^2}=0.710446 .
\label{eq:q}
\end{equation}

The density at the wall also follows. At large $t$ the definition of $G_n$ gives $3/t^2$, while \eqref{eq:factor} gives $1/(t^2\prod_ak_a^2\prod_i\mu_i^2)$. From \eqref{eq:S} and \eqref{eq:solution},
\begin{equation}
\phi(0)=S(0)=\prod_ak_a\prod_i\mu_i=\frac1{\sqrt3}=0.577
\end{equation}
for every quadrature satisfying \eqref{eq:quad}. The wall density is therefore smaller than $q$, which belongs to the extrapolated line.

\subsection{An independent calculation}

The transport equation can also be solved without choosing ordinates. Integrating \eqref{eq:milne} along each direction gives, for $\mu>0$, $\psi=\int_0^x\phi(y)e^{-(x-y)/\mu}dy/\mu$, and a similar integral over $y>x$ for $\mu<0$. Averaging over angle,
\begin{equation}
\phi(x)=\frac12\int_0^\infty E_1(|x-y|)\phi(y)\,dy,\qquad
E_m(z)=\int_0^1\mu^{m-2}e^{-z/\mu}d\mu .
\end{equation}
Put $\phi=x+h$. Over the whole line the even, normalized kernel $\frac12E_1$ returns the function $y$ as $x$. Removing $y<0$ adds $\frac12\int_0^\infty uE_1(x+u)\,du=\frac12E_3(x)$, so
\begin{equation}
h(x)=\frac12\int_0^\infty E_1(|x-y|)h(y)\,dy+\frac12E_3(x),\qquad h(\infty)=q .
\end{equation}
Take $h$ constant in each of 400 cells over 20 mean free paths, and constant beyond. The cells are refined toward the wall, with edges at $20(j/400)^2$, because 400 equal cells leave an error of $10^{-4}$. The solution is $q=0.710440$. It differs from \eqref{eq:q} by $6\times10^{-6}$.

\section{Comparison}

The simple condition gives $0.6667$ and transport theory $0.7104$. The estimate is low by 6.2\% of the transport value. The table shows $q_n$ for Gauss points chosen on the full range $-1<\mu<1$ and for separate Gauss sets on each half.

\begin{center}
\begin{tabular}{rcc}
$n$ & full range & half ranges\\
1 & 0.577350 & --\\
2 & 0.694025 & 0.711325\\
4 & 0.706918 & 0.710472\\
8 & 0.709609 & 0.710447\\
16 & 0.710241 & 0.710446
\end{tabular}
\end{center}

The half-range entry for $n=1$ is absent because a single point at $\mu=1/2$ gives $\sum_iw_i\mu_i^2=1/4$, not $1/3$. Between $n=16$ and $n=32$ the full-range error falls with observed order 2.01. At $n=8$ it is $8.4\times10^{-4}$, against $5\times10^{-7}$ for half ranges. On the wall $\psi$ jumps at $\mu=0$, from $\phi(0)$ for arriving particles to zero for leaving ones; half-range Gauss sets integrate the two sides separately and also place more points close to the jump.

The difference $\phi-x$ rises from 0.577 at the wall to 0.699 at $x=1$ and 0.708 at $x=2$. Most of the departure from the straight line is thus confined to the first mean free path.

\section{Incomplete sticking and a finite gap}

Let a fraction $\beta$ of arriving particles stick and the rest leave diffusely at the same speed, with $\psi$ independent of $\mu>0$. A constant $A$ solves \eqref{eq:milne} apart from the wall condition, so add it to the Milne solution. In units of $v$, the Milne part brings a flux $\frac12\int_{-1}^1\mu^2d\mu=\frac13$ to the wall: the net flux is independent of $x$ and can be evaluated from $x+q-\mu$ far away. The constant brings $\frac12\int_0^1A\mu\,d\mu=A/4$ and carries the same amount away. The returned flux therefore satisfies
\begin{equation}
\frac A4=(1-\beta)\left(\frac13+\frac A4\right)
\quad\Longrightarrow\quad
A=\frac{4(1-\beta)}{3\beta},\qquad q_\beta=q+A .
\label{eq:sticking}
\end{equation}
As $\beta\to0$ the length diverges, as it must for a reflecting wall that supports no gradient.

Now place a source plane at $x=L$. It emits with uniform angular density $B$ and absorbs every returning particle. In the middle of a gap of several mean free paths the density is linear, with gradient $s$. From the wafer, $\phi=s(x+q_\beta)$. Near the source, $B-\psi$ also solves the transport equation and vanishes for directions leaving the source, so $B-\phi=s(L-x+q)$. Adding these gives $B=s(L+q+q_\beta)$. The net flux is $s/3$ and the emitted flux $B/4$; their ratio is the delivered fraction
\begin{equation}
T=\frac{4/3}{L+2q+4(1-\beta)/(3\beta)} .
\label{eq:T}
\end{equation}
The wall layers decay faster than $e^{-x}$, so their overlap is exponentially small for large $L$. The formula is not meant for $L\lesssim1$, where no linear region exists.

Simulated random flights test this without using the transport solution. For $L=5$, $\beta=1$ and two million particles they give $T=0.20758\pm0.00029$. Equation \eqref{eq:T} gives $0.20766$, while replacing $q$ by $2/3$ gives $0.21053$, ten standard errors away. For $\beta=0.5$ and one million particles the flights give $0.17202\pm0.00038$ and the formula $0.17195$.

\section{Atomic hydrogen in argon}

Take argon at 0.1~Torr and 500~K, a 20~mm gap, and a rough momentum-transfer cross-section $\sigma=2.5\times10^{-19}$~m$^2$. This cross-section weights each collision by one minus the cosine of the scattering angle. It is the one to use here because real hydrogen--argon scattering favours forward directions, and the isotropic model only stands in for it. The total cross-section is larger and would give too short a $\lambda$. The argon density is $N=p/k_BT_g=1.931\times10^{21}$~m$^{-3}$, with $T_g$ the gas temperature. Thus
\begin{equation}
\lambda=\frac1{N\sigma}=2.07\ \text{mm},\qquad
L=\frac{20}{2.071}=9.66 .
\end{equation}
The extrapolation length is $0.7104\lambda=1.47$~mm, against 1.38~mm from the simple condition. For complete sticking,
\begin{equation}
T=\frac{1.3333}{9.656+2(0.7104)}=0.1204,\qquad
T_{\rm simple}=\frac{1.3333}{9.656+2(0.6667)}=0.1213 .
\end{equation}
The 6.2\% error in $q$ becomes a 0.8\% error in delivery, because the gap dominates the denominator. Omitting both extrapolation lengths would overestimate delivery by 15\%.

If the cross-section is independent of speed and the heavy argon atoms are treated as fixed, each speed obeys the same Milne problem. The thermal mean speed, 3241~m/s, then sets the flux. A source reservoir of rough density $10^{13}$~cm$^{-3}$ emits $n\bar v/4\approx8\times10^{17}$~cm$^{-2}$s$^{-1}$, of which about $1\times10^{17}$~cm$^{-2}$s$^{-1}$ is captured by the wafer.

These conditions resemble plasma-assisted deposition, but complete sticking is an idealization: the loss probability of hydrogen atoms depends strongly on the surface and can be far below one. With everything else fixed, $\beta=0.5$ lowers $T$ to 0.107 and $\beta=0.1$ lowers it to 0.058. By \eqref{eq:sticking}, sticking of 0.968 already shifts the wafer's length by as much as the difference between 0.7104 and $2/3$. The cross-section matters too: since $L\propto\sigma$, an error of 1\% in $\sigma$ changes $T$ by a fraction $L/(L+2q)$ of this, or 0.9\%. Using the more accurate $q$ is therefore worthwhile here only if the cross-section is known to about one per cent, and sticking to a few per cent when $\beta\gtrsim0.5$ or to better than one per cent of its value when $\beta\approx0.1$.

Apart from forward scattering, which is represented here only through the choice of $\sigma$, and from losses near the chamber's side wall, the neglected effects estimated here are described by parameters between about half a per cent and five per cent. These are not all direct changes in delivery, but their influence cannot be assumed smaller than the 0.8\% difference. Isotropic scattering in the centre-of-mass frame, from argon at rest, leaves a mean laboratory cosine of 0.017 and an energy loss of 4.8\% per collision. Argon motion raises the collision rate by about 1.3\%. For repulsive potentials $r^{-12}$ and $r^{-6}$, equal deflections require equal ratios of potential to kinetic energy, so $\lambda$ grows as $v^{1/3}$ and $v^{2/3}$. With the flux-weighted mean $\lambda$ held fixed and no energy exchange, the apparent $q$ becomes 0.721 and 0.749. A fully absorbing side wall of radius 150~mm lowers the flux by about 2.2\% if the source has the profile of the lowest radial diffusion mode. With the uniform source assumed above, the loss is confined to the rim: it is below 0.1\% averaged inside a radius of 100~mm, but more than 10\% averaged over the whole disc. For carrier flow at 1~m/s, the ratio of flow speed to diffusion speed across the gap is 0.009, and hydrogen at the source density amounts to 0.5\% of the argon. The numerical output lists most of these quantities with further digits.

\section*{Calculated quantities}
\begin{verbatim}
q, logarithmic integral: 0.71044609 mean free paths
q, simple flux condition: 0.666667 mean free paths
simple condition relative to q: -6.16 %
q, integral equation (400 cells): 0.710440 mfp
full-range Gauss, n=1: q=0.577350, error=-1.33e-01 mfp
full-range Gauss, n=2: q=0.694025, error=-1.64e-02 mfp
full-range Gauss, n=4: q=0.706918, error=-3.53e-03 mfp
full-range Gauss, n=8: q=0.709609, error=-8.37e-04 mfp
full-range Gauss, n=16: q=0.710241, error=-2.05e-04 mfp
full-range Gauss, n=32: q=0.710395, error=-5.07e-05 mfp
full-range convergence order, n=16 to 32: 2.01
half-range Gauss, n=2: q=0.71132487, error=8.79e-04 mfp
half-range Gauss, n=4: q=0.71047157, error=2.55e-05 mfp
half-range Gauss, n=8: q=0.71044660, error=5.08e-07 mfp
half-range Gauss, n=16: q=0.71044610, error=9.20e-09 mfp
density minus x at x=0.0 mfp: 0.57735 mfp
density minus x at x=0.5 mfp: 0.68029 mfp
density minus x at x=1.0 mfp: 0.69854 mfp
density minus x at x=2.0 mfp: 0.70792 mfp
random flights, gap 5 mfp, sticking 1: 0.20758 +/- 0.00029
  formula with q: 0.20766; with 2/3: 0.21053
random flights, sticking 0.5: 0.17202 +/- 0.00038; formula: 0.17195
input: 0.1 Torr, 500 K, gap 20 mm
input: cross-section 2.5e-19 m2, H density 1.0e+13 cm^-3
argon density: 1.931e+15 cm^-3
mean free path: 2.071 mm; gap: 9.656 mfp
mean H speed: 3241 m/s; diffusivity: 2.238 m2/s
extrapolation length: 1.471 mm; simple: 1.381 mm
delivered fraction: 0.12037; simple: 0.12132; zero length: 0.13808
simple fraction too high by 0.80 %; zero-length by 14.7 %
emitted H flux: 8.103e+17 cm^-2 s^-1
wafer H flux: 9.753e+16 cm^-2 s^-1; simple: 9.830e+16 cm^-2 s^-1
sticking 0.5: length 2.044 mfp, fraction 0.10743
sticking 0.1: length 12.710 mfp, fraction 0.05778
sticking whose effect equals q-2/3: 0.9682
mean scattering cosine, argon at rest: 0.0168
mean energy loss per collision, argon at rest: 4.80 %
collision-rate factor from argon motion: 1.0125
effective q, inverse-12 potential: 0.7207 mfp
effective q, inverse-6 potential: 0.7487 mfp
side-wall flux factor, radius 150 mm: 0.9778
Peclet number at 1 m/s flow: 0.0089
H to Ar density ratio at source: 0.0052
\end{verbatim}
